# Nuclear Shielding as the Orbital Moment Induced by a Nuclear Dipole

## What symmetry and dimensions fix

Let a gapped, spin-paired electron system feel a uniform magnetic field $\mathbf B$ and the field of a nuclear dipole $\mathbf m$ at $\mathbf R$. Both vectors change sign under time reversal and the energy does not. Terms linear in either vector alone are therefore absent, and the lowest term containing both is bilinear:

$$E(\mathbf B,\mathbf m)=E_0+\sum_{\alpha\beta}m_\alpha\,\sigma_{\alpha\beta}B_\beta+O(B^2,m^2)+\dots$$

Since $mB$ is already an energy, $\sigma$ is dimensionless. In Hartree atomic units $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant, and the dipole acts on electrons through this factor. One inverse length must accompany it, so $\sigma\sim\alpha^2\langle 1/x\rangle$, where $x$ is the distance from the nucleus. With $\alpha^2=5.325\times10^{-5}$, shieldings are naturally given in parts per million.

The tensor can be read in two ways. Differentiating first by $\mathbf m$ gives the field at the nucleus caused by $\mathbf B$; differentiating first by $\mathbf B$ gives the orbital moment caused by $\mathbf m$. The converse relation states that these readings agree:

$$\sigma_{\alpha\beta}=-\frac{\partial B^{\rm ind}_\alpha(\mathbf R)}{\partial B_\beta}=-\frac{\partial\mu_\beta}{\partial m_\alpha}. \tag{1}$$

Here $\mathbf B^{\rm ind}$ is the field of the electronic current and $\boldsymbol\mu$ the electronic orbital moment; derivatives are taken at $\mathbf B=\mathbf m=0$. The second form needs no response to a magnetic field $\mathbf B$. It still needs a response, to the dipole.

## Simple case: a closed-shell atom

Electrons have charge $-1$, so the one-electron Hamiltonian is $H=\frac12(\mathbf p+\mathbf A)^2+V$. With $\mathbf x=\mathbf r-\mathbf R$,

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r,\qquad \mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf x}{x^3}.$$

Put the nucleus at the origin of a spherical atom with filled shells.

**Direct road.** The linear field term is $\frac12\mathbf B\cdot\mathbf L$. It mixes orbitals within each filled shell and leaves the occupied space unchanged. The electric current is then $\mathbf J=-n\mathbf A_B$, where $n$ is the electron density. Using $\mathbf x\times(\mathbf B\times\mathbf x)=x^2\mathbf B-\mathbf x(\mathbf x\cdot\mathbf B)$, whose angular average is $\frac23x^2\mathbf B$, the Biot–Savart field at the nucleus is

$$\mathbf B^{\rm ind}=\alpha^2\!\int\!\frac{\mathbf x\times\mathbf J}{x^3}\,d^3r=-\frac{\alpha^2}{3}\,\mathbf B\int\frac{n}{x}\,d^3r .$$

**Converse road.** The dipole term $\alpha^2\mathbf m\cdot\mathbf L/x^3$ does change orbitals with $l>0$, by admixing empty ones. But $\mathbf L\phi_i$ lies in the filled shell, so $\langle\phi_i|\mathbf L|\delta\phi_i\rangle=0$ and this change carries no moment. What remains is $\mathbf J=-n\mathbf A_m$:

$$\boldsymbol\mu=\tfrac12\int\mathbf x\times\mathbf J\,d^3r=-\frac{\alpha^2}{2}\int n\,\frac{x^2\mathbf m-\mathbf x(\mathbf x\cdot\mathbf m)}{x^3}\,d^3r=-\frac{\alpha^2}{3}\,\mathbf m\int\frac nx\,d^3r .$$

Both roads give $\sigma=\frac{\alpha^2}{3}\int n/x$. The current patterns differ; the number extracted from them is the same.

## Any molecule

Use Kohn–Sham theory with a semilocal functional that depends on the density and its gradient but not on the current. Let the solution be nondegenerate and gapped. The energy is stationary against orbital changes, so a change $\delta\mathbf A$ acts through its explicit appearance in the kinetic energy:

$$\delta E=\int\mathbf j\cdot\delta\mathbf A\,d^3r=-\int\mathbf J\cdot\delta\mathbf A\,d^3r,\qquad \mathbf j=2\,\mathrm{Re}\sum_i\phi_i^*(\mathbf p+\mathbf A)\phi_i .$$

The particle flux is $\mathbf j$, the factor 2 counts spin, and $\mathbf J=-\mathbf j$.

For the dipole, $\mathbf J\cdot(\mathbf e_\alpha\times\mathbf x)=\mathbf e_\alpha\cdot(\mathbf x\times\mathbf J)$ gives

$$\frac{\partial E}{\partial m_\alpha}=-\alpha^2\int\frac{(\mathbf x\times\mathbf J)_\alpha}{x^3}\,d^3r=-B^{\rm ind}_\alpha(\mathbf R). \tag{2}$$

This is the Biot–Savart law, since the vector from source to nucleus is $-\mathbf x$ and $\mathbf J\times(-\mathbf x)=\mathbf x\times\mathbf J$. For the uniform field the same identity gives

$$\frac{\partial E}{\partial B_\beta}=-\tfrac12\int(\mathbf r\times\mathbf J)_\beta\,d^3r=-\mu_\beta. \tag{3}$$

Differentiate (2) by $B_\beta$ and (3) by $m_\alpha$. If $E$ is smooth, both equal $\partial^2E/\partial m_\alpha\partial B_\beta$, and (1) follows.

**The point dipole.** Smoothness cannot be assumed for a point dipole at finite strength. Near the nucleus $A_m^2\sim x^{-4}$, and $\int x^{-4}x^2dx$ diverges wherever the density is nonzero. Spread the dipole over a small normalized profile $s(\mathbf u)$. Then $\mathbf A_m$ is regular, and the right side of (2) becomes $-\int s(\mathbf u)B^{\rm ind}_\alpha(\mathbf R+\mathbf u)d^3u$. Take the first derivative in $\mathbf m$, then shrink the profile. The induced field is continuous for a bounded, decaying current, so the average tends to its value at $\mathbf R$. The two sides of (1) agree at every width and share this limit. In a calculation with a point dipole, the term quadratic in $\mathbf m$ is therefore dropped. What remains serves only for the first derivative. At finite strength the linear term, which grows as $1/x^3$, outweighs the kinetic energy of compact orbitals, which grows as $1/x^2$, and the Hamiltonian has no lower bound. A finite basis limits how compact the orbitals can become, so a sufficiently small dipole can still be used there for numerical differentiation.

**Explicit check of the symmetry.** The potentials are divergence-free, so the terms of $H$ linear in one or both perturbations are

$$h^B_\beta=\tfrac12L_\beta,\quad h^m_\alpha=\alpha^2\frac{(\mathbf x\times\mathbf p)_\alpha}{x^3},\quad h^{mB}_{\alpha\beta}=\frac{\alpha^2}{2}\,\frac{\delta_{\alpha\beta}\,\mathbf x\cdot\mathbf r-r_\alpha x_\beta}{x^3}.$$

At $\mathbf B=0$, complex conjugation turns a solution for $\mathbf m$ into one for $-\mathbf m$ with the same density. The density is thus even in $\mathbf m$, and the Kohn–Sham potential has no first-order change. The same holds for $\mathbf B$ at $\mathbf m=0$. The first-order orbital in the field is $\sum_e|e\rangle\langle e|h^B_\beta|i\rangle/(\varepsilon_i-\varepsilon_e)$, with $e$ empty; occupied–occupied terms cancel in pairs because their denominators are opposite. Inserting it in $\partial E/\partial m_\alpha=2\sum_i\langle h^m_\alpha+B_\beta h^{mB}_{\alpha\beta}\rangle_i$ yields

$$\sigma_{\alpha\beta}=2\sum_i\langle i|h^{mB}_{\alpha\beta}|i\rangle+4\,\mathrm{Re}\sum_{ie}\frac{\langle i|h^m_\alpha|e\rangle\langle e|h^B_\beta|i\rangle}{\varepsilon_i-\varepsilon_e}. \tag{4}$$

Starting from the dipole instead exchanges the two matrix elements, which amounts to complex conjugation and leaves the real part unchanged. The first term is the diamagnetic part, the second the paramagnetic part. For the atom above, $\langle e|L_\beta|i\rangle=0$ removes the second term and recovers the simple case.

**Gauge origin.** Moving the origin of $\mathbf r$ by $\mathbf d$ changes the moment by $-\frac12\mathbf d\times\int\mathbf J$. For a stationary state $\nabla\cdot\mathbf J=0$, hence $\int J_k=\int\nabla\cdot(r_k\mathbf J)=0$ for a decaying current, and the moment is unchanged. A finite basis does not satisfy continuity pointwise, so this property is then approximate.

## Water as a test

Take H₂O with bond length 1.81 bohr and angle 104.5°, in PBE with an uncontracted cc-pVTZ basis. Relativity, nuclear motion and any current dependence of the functional are left out. The $x$ axis is normal to the molecular plane, $z$ is the twofold axis, the chosen H has $y>0$, and the gauge origin is at O.

The converse road applies a dipole along each axis, diagonalizes the Hamiltonian, and takes $\frac12\int\mathbf r\times\mathbf J$. For oxygen the diagonal elements are 286.694, 338.722 and 289.882 ppm, so

$$\sigma_{\rm iso}=\frac{286.694+338.722+289.882}{3}=305.10\ \text{ppm}.$$

In terms of the moment, the trace of $\partial\mu_\beta/\partial m_\alpha$ is $-9.153\times10^{-4}$; minus one third of it is $3.051\times10^{-4}$, the same number. The direct road applies $\mathbf B$ and evaluates Biot–Savart at the nucleus. The largest difference between the two oxygen tensors is $2\times10^{-4}$ ppm. For hydrogen both roads give 31.19 ppm.

The isotropic diamagnetic part on oxygen can be checked separately. The trace of $h^{mB}$ with $\mathbf r=\mathbf x$ is $\alpha^2/x$, so its contribution is $\frac{\alpha^2}{3}\int n/x$ for any density, spherical or not. The analytic integral is $23.468\ \text{bohr}^{-1}$, giving

$$\tfrac13(5.3251\times10^{-5})(23.468)=416.56\ \text{ppm},$$

equal to the value from the induced current at the digits shown. The paramagnetic part is $305.10-416.56=-111.46$ ppm. The molecule is not spherical about O, so $L_\beta$ now connects occupied with empty orbitals.

In this basis and with the gauge origin at O, the hydrogen tensor has $\sigma_{yz}=8.53$ and $\sigma_{zy}=6.89$ ppm. Reciprocity does not make $\sigma$ symmetric: it equates two experiments for the same ordered pair of directions. The symmetry at H is reflection in the molecular plane, which permits unequal $yz$ and $zy$ elements. At O the two further symmetry operations remove both. The unequal pair makes the order of indices in (1) testable, and the two roads agree for it.

The absence of a first-order density change was also tested. With the Kohn–Sham potential held fixed and $\alpha^2m$ at H equal to 0.02 and then 0.01 atomic units, the integrated absolute density change is $4.556\times10^{-4}$ and $1.139\times10^{-4}$ electrons. The ratio 4.001 is that of a quadratic effect. The derivative can therefore be taken by diagonalizing at fixed Kohn–Sham potential, without self-consistent iteration in the dipole.

Agreement of the roads says nothing about basis convergence, because (4) is symmetric in any basis. A nonzero net current does reveal an incomplete basis. The converse fails: for a spherical atom with the dipole at its nucleus, the net current vanishes by symmetry even in a poor basis. For the H dipole, the norm of $\int\mathbf J$ relative to that of its diamagnetic part is 0.311 in cc-pVDZ and 0.028 in the larger basis. Moving the gauge origin from O to H changes the hydrogen shielding from 30.96 to 56.02 ppm in the small basis and from 31.19 to 33.36 ppm in the large one. The remaining 2.2 ppm, about 7% of the value with origin at O, shows that the hydrogen shielding is not converged to the digits on which the two roads agree. The oxygen shielding is not converged either: adding diffuse functions (uncontracted aug-cc-pVTZ) raises it from 305 to 330 ppm, and uncontracted aug-cc-pVQZ gives 329 ppm. Almost all of this shift is paramagnetic (from $-111$ to about $-87$ ppm); the diamagnetic part moves by less than 0.5 ppm. In the quadruple-zeta basis the hydrogen shielding is 31.0 ppm with origin at O and 31.5 ppm with origin at H, and $\sigma_{yz}$, $\sigma_{zy}$ (origin at O) move to about 9.5 and 7.6 ppm, still unequal. The numbers given here test reciprocity and are not reference shieldings.

## From a molecule to a crystal

Place one dipole $\mathbf m$ in each cell of volume $\Omega$. Since $\mathbf A_m=\alpha^2\nabla\times(\mathbf m/x)$ and $1/x$ has Fourier transform $4\pi/G^2$,

$$\mathbf A_m=\frac{4\pi\alpha^2}{\Omega}\sum_{\mathbf G\ne0}\frac{i\mathbf G\times\mathbf m}{G^2}\,e^{i\mathbf G\cdot\mathbf x}.$$

The $\mathbf G=0$ term is omitted: the average field is $\mathbf B$, the macroscopic field, held as an independent variable. Sample shape enters through the relation of $\mathbf B$ to the applied field. In a uniform field the physical current is still lattice-periodic. Its field obeys $\nabla\times\mathbf B^{\rm ind}=4\pi\alpha^2\mathbf J$, so $\mathbf B^{\rm ind}_{\mathbf G}=4\pi\alpha^2\,i\mathbf G\times\mathbf J_{\mathbf G}/G^2$. Inserting $\mathbf A_m$ in $-\int_\Omega\mathbf J\cdot\partial\mathbf A_m/\partial m_\alpha$, permuting the triple product and relabelling $\mathbf G\to-\mathbf G$ gives $-\sum_{\mathbf G\neq0}B^{\rm ind}_{\mathbf G,\alpha}e^{i\mathbf G\cdot\mathbf R}$. Equation (2) thus holds per cell.

With magnetization $\mathbf M=-\partial(E/\text{volume})/\partial\mathbf B$, mixed derivatives give

$$\sigma_{\alpha\beta}=-\Omega\,\frac{\partial M_\beta}{\partial m_\alpha},\qquad \delta_{\alpha\beta}-\sigma_{\alpha\beta}=\Omega\,\frac{\partial M^{\rm tot}_\beta}{\partial m_\alpha}, \tag{5}$$

where $\mathbf M^{\rm tot}=\mathbf M+\mathbf m/\Omega$ includes the bare dipoles.

The moment $\frac12\int\mathbf r\times\mathbf J$ over one cell cannot serve as $\Omega\mathbf M$. Moving a piece of the cell by a lattice vector $\mathbf T$ changes it by $\frac12\mathbf T\times\int_{\rm piece}\mathbf J$, which is generally nonzero. A formula for $\mathbf M$ at zero field is needed.

## Orbital magnetization without a field calculation

Let $V$ be local and the occupied bands be separated by a gap. Write every kernel in the field as

$$O(\mathbf r_1,\mathbf r_2)=e^{i\varphi_{12}}\bar O(\mathbf r_1,\mathbf r_2),\qquad \varphi_{12}=\tfrac12\mathbf B\cdot(\mathbf r_1\times\mathbf r_2).$$

The phase is minus the straight-line integral of $\mathbf A_B$ from $\mathbf r_2$ to $\mathbf r_1$. It absorbs the lack of translation symmetry of $\mathbf A_B$, so $\bar O$ is lattice-periodic.

**Hamiltonian.** Because $\nabla_1\varphi_{12}=-\frac12\mathbf B\times\mathbf r_2$, moving the phase through $\mathbf p_1+\mathbf A_B(\mathbf r_1)$ replaces $\mathbf A_B$ by $\frac12\mathbf B\times\mathbf u$, with $\mathbf u=\mathbf r_1-\mathbf r_2$. This acts on $\delta(\mathbf u)$. Terms $u_j\delta$ and $u_iu_j\delta$ vanish, while $u_j\partial_i\delta=-\delta_{ij}\delta$ vanishes when contracted with the antisymmetric cross product. Hence $\bar H=H$ at zero field, with $\mathbf A_m$ included.

**Energy.** Let $\rho$ be the density operator for one spin. The phases cancel in the density and in $\mathrm{Tr}\,\rho H$, because $\varphi_{11}=0$ and $\varphi_{12}+\varphi_{21}=0$. The energy therefore depends on the field only through $\bar\rho$, and its derivative with respect to $\bar\rho$ is, for each spin, the Kohn–Sham operator. The first-order energy per spin is thus $\mathrm{Tr}(\rho'H)$, where $\rho'$ is the first-order change of $\bar\rho$ and $H$ the zero-field Kohn–Sham operator.

**Idempotency.** In $\rho=\rho\rho$ the phases combine to

$$\varphi_{12}+\varphi_{23}-\varphi_{13}=\tfrac12\mathbf B\cdot[(\mathbf r_1-\mathbf r_2)\times(\mathbf r_2-\mathbf r_3)].$$

Multiplying a kernel by $(\mathbf r_1-\mathbf r_2)_a$ forms its commutator with $r_a$. With $P$ the zero-field projector, first order reads

$$\rho'=P\rho'+\rho'P+\tfrac i2B_c\epsilon_{cab}[r_a,P][r_b,P].$$

Repeated Cartesian indices are summed. For $P_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Pe^{i\mathbf k\cdot\mathbf r}$ the commutator becomes $i\partial_aP_{\mathbf k}$, where $\partial_a=\partial/\partial k_a$. The last term is therefore

$$F=-\tfrac i2B_c\epsilon_{cab}\,\partial_aP\,\partial_bP .$$

Differentiating $P^2=P$ shows that $\partial_aP$ connects only occupied with empty states, so $F$ is block diagonal. With $Q=1-P$, the occupied block obeys $\rho'=2\rho'+F$ and the empty block $\rho'=F$:

$$P\rho'P=-PFP,\qquad Q\rho'Q=QFQ.$$

The remaining blocks do not contribute to $\mathrm{Tr}(\rho'H)$, since $H$ is block diagonal.

**Result.** Let $u_n$ be the periodic parts of occupied Bloch states with energies $E_n$, and $D_au_n=Q\partial_au_n$. Then $Q\partial_aP\,P=\sum_n|D_au_n\rangle\langle u_n|$, and $-\mathrm{Tr}\,H(QFQ-PFP)$ equals

$$-\tfrac i2B_c\epsilon_{cab}\sum_n\langle D_au_n|(H_{\mathbf k}+E_n)|D_bu_n\rangle .$$

The sign reversed because the empty block gives $\langle D_bu_n|H_{\mathbf k}|D_au_n\rangle$, whose indices were exchanged. The antisymmetrized sum is imaginary, so $-i$ times it is its imaginary part. With two spins,

$$M_c=\epsilon_{cab}\,\mathrm{Im}\sum_n\int\!\frac{d^3k}{(2\pi)^3}\langle D_au_n|(H_{\mathbf k}+E_n)|D_bu_n\rangle. \tag{6}$$

The particle number must not change. Cyclicity gives $\mathrm{Tr}F=0$, so $\mathrm{Tr}\rho'=-2\,\mathrm{Tr}(PF)$, proportional to the Chern number of the occupied bands. It must vanish, and then (6) is also independent of the energy zero.

**Isolated-molecule limit.** For molecules far apart, $u_n=e^{-i\mathbf k\cdot\mathbf r}\phi_n$, and in the molecular frame $D_au_n$ becomes $-iQr_a\phi_n$. Per spin,

$$\mu_c=\tfrac12\epsilon_{cab}\,\mathrm{Im}\sum_n\langle\phi_n|r_aQ(H+E_n)r_b|\phi_n\rangle .$$

Put $Q=1-P$. The two terms with $P$, $\mathrm{Tr}(Pr_aPHr_b)$ and $\mathrm{Tr}(HPr_aPr_b)$, turn into each other under $a\leftrightarrow b$; their sum is symmetric and drops out. So does $E_nr_ar_b$. In the remaining term, $Hr_b=r_bH-iv_b$ with $\mathbf v$ the velocity, and $r_ar_bH$ drops out likewise. This leaves $\boldsymbol\mu=-\frac12\mathrm{Re}\sum_n\langle\mathbf r\times\mathbf v\rangle_n$, the moment in (3).

## A periodic test with overlapping cells

The test model is a square lattice with cell edge $a=6$ bohr and grid spacing 1 bohr. It has finite-difference kinetic energy and potential $0.30[\cos(2\pi x/a)+\cos(2\pi y/a)]+0.08\cos[2\pi(x-y)/a+1]$ hartree. One band is doubly filled; its width is 0.089 hartree and the gap is 0.229 hartree, so electrons hop between cells. Grid points lie at integer coordinates. A dipole normal to the plane sits 1 bohr above the point $(x,y)=(2.6,\,3.3)$ bohr of each cell. The shielding depends on this position: it is about 10.7 ppm above $(3,3)$ and about $-3.3$ ppm above $(0,0)$. On a grid, fields enter as phases on the hops. For the uniform field the phase is the exact straight-line integral, so $\bar H=H$ holds directly and the derivation carries over, with cell area replacing volume. For the dipole, the line integral is approximated by the hop length times the component of $\mathbf A_m$ along the hop at its midpoint. This choice is part of the model and affects the value of $\sigma$, but it is the same on both roads.

First test (6) by itself. At $\alpha^2m=0.3$ it gives a moment per cell of $-0.04915$ atomic units. Energy differences in a real uniform flux, extrapolated to zero field, give the same value at these digits.

Next test (5). The slope at zero dipole is $\partial\mu/\partial(\alpha^2m)=-0.166337$, hence

$$\sigma=-(5.3251\times10^{-5})(-0.166337)=8.858\ \text{ppm}.$$

Linear extrapolation of this slope to 0.3 would give $-0.0499$, about 1.5% larger in magnitude than the moment found there. A single moment at this strength therefore does not give the derivative accurately.

The direct road puts one flux quantum through 20 or 30 cells, so $B=2\pi/(20\times36)=0.00873$ or $0.00582$ atomic units. The induced field at the dipole, with each bond current placed at the midpoint of its hop to match the dipole phases, gives 8.86074 and 8.85904 ppm. It is odd in $B$, so the error of the ratio starts at $B^2$. With $(30/20)^2=2.25$,

$$\sigma=\frac{2.25\times8.85904-8.86074}{1.25}=8.8577\ \text{ppm},$$

in agreement with the converse value.

## Cost and limits of validity

The direct road solves for three field directions and then reads off every nucleus. The converse road solves for three dipole directions per nucleus: six solutions for the two inequivalent nuclei of water. In a crystal each converse calculation keeps lattice periodicity, and (6) supplies the moment at zero field. Periodicity is not peculiar to this road: $\bar\rho$ is periodic as well, so its first-order change in $\mathbf B$ can also give the induced current within a single cell.

The proof of (6) does not cover metals, occupied bands with nonzero Chern number, or nonlocal pseudopotentials, whose kernels acquire further field-dependent terms. If the functional depends on the current, the Kohn–Sham operator can change at first order in $\mathbf m$, and the diagonalization at fixed potential used here is insufficient. The values behind each comparison of the two roads are listed in the numerical output.

## Computed results

```
alpha^2 (a.u.): 5.325135e-05
H2O bond length: 1.81 bohr, angle: 104.5 degrees
H2O axes: x normal to plane, z twofold axis, H at +y; origin at O
basis functions, uncontracted cc-pVTZ: 74
basis functions, cc-pVDZ: 24
PBE energy, uncontracted cc-pVTZ: -76.37402 hartree
electrons integrated on grid: 10.00000
O converse sigma xx, yy, zz: 286.694, 338.722, 289.882 ppm
O converse sigma yz, zy: -0.000, 0.000 ppm
O isotropic, converse: 305.0990 ppm
O isotropic, direct: 305.0991 ppm
O largest tensor difference: 2.0e-04 ppm
O isotropic diamagnetic part: 416.562 ppm
O isotropic paramagnetic part: -111.463 ppm
H converse sigma xx, yy, zz: 23.640, 39.066, 30.862 ppm
H converse sigma yz, zy: 8.526, 6.892 ppm
H isotropic, converse: 31.1895 ppm
H isotropic, direct: 31.1895 ppm
H largest tensor difference: 6.0e-07 ppm
H isotropic diamagnetic part: 21.654 ppm
H isotropic paramagnetic part: 9.535 ppm
O trace of d mu/d m (dimensionless): -9.152970e-04
sum over electrons of <1/x> at O: 23.4677 1/bohr
O diamagnetic part from analytic <1/x>: 416.562 ppm
density change, H dipole lam=0.02: 4.556e-04 electrons
density change, H dipole lam=0.01: 1.139e-04 electrons
ratio of density changes: 4.0008
net current / diamagnetic part, H dipole, cc-pVDZ: 0.3113
net current / diamagnetic part, H dipole, unc. cc-pVTZ: 0.0278
H isotropic, cc-pVDZ, origin at O / at H: 30.957 / 56.016 ppm
H isotropic, unc. cc-pVTZ, origin at O / at H: 31.190 / 33.356 ppm
model: cell edge 6.0 bohr, grid spacing 1.0 bohr
model: potential amplitudes 0.3, 0.08 hartree
model: dipole at (2.6, 3.3), height 1.0 bohr
model: band gap 0.2288, filled band width 0.0893 hartree
model: Chern number at lam=0.3: 8.2e-12 (magnitude)
model: moment per cell at lam=0.3, k-space: -0.049151 a.u.
model: same moment from energies in flux: -0.049151 a.u.
model: fields used: 0.00873, 0.00582 a.u.
model: direct sigma at these fields: 8.86074, 8.85904 ppm
model: direct sigma, zero-field limit: 8.85768 ppm
model: d mu/d lam at zero dipole: -0.166337 a.u.
model: converse sigma: 8.85766 ppm
```
